Centre of mass of STEM diffraction patterns: field theorem and thickness breakdown

**1. What symmetry and dimensions fix**

An electron probe centred at the transverse position R crosses a slab of thickness t along z, and the mean transverse wavevector K(R) of the transmitted beam is recorded. Adding a constant to the electrostatic potential V multiplies the wave by a constant phase, so K depends on V through its gradient. Moving specimen and probe together changes nothing, so the part of K that is linear in the field of a z-independent specimen has the form

K_i(R) − K0_i = ∫ G_ij(r − R) E_j(r) d²r,

where K0 is the value without specimen and E = −∇V is the transverse field. A uniform field fixes the area under the kernel. An electron of charge −e and speed v spends the time t/v in the slab and receives the impulse −eEt/v, so ∫G_ij d²r = −(et/ħv) δ_ij. The argument of G is r − R, which makes the integral a correlation. Symmetry leaves open the shape of G, the terms nonlinear in E, and the dependence on t. With wavelength λ, k0 = 2π/λ, convergence angle α and a length u for the finest detail of V, thickness enters through the phase accumulated in the potential and through the ratios tα²/λ and t/(k0u²).

**2. The equation of motion in z**

Spin, magnetic fields, inelastic scattering and absorption are left out, and V is real and static. An electron of total energy W = γmc² has potential energy −eV, so the Klein–Gordon equation is

−ħ²c²(∇² + ∂z²)Ψ + m²c⁴Ψ = (W + eV)²Ψ,

with ∇ transverse throughout. Write W² − m²c⁴ = ħ²c²k0², expand the square, drop (eV)² against 2WeV (ratio eV/2γmc²) and divide by ħ²c²:

(∇² + ∂z²)Ψ + k0²Ψ + (2γme/ħ²)VΨ = 0.

Set Ψ = exp(ik0z)ψ, so that ∂z²Ψ = exp(ik0z)(∂z² + 2ik0∂z − k0²)ψ. At angle α in vacuum, ∂zψ is of order (k0α²/2)ψ, so ∂z²ψ is smaller than 2k0∂zψ by α²/4; inside the potential ∂zψ also contains σVψ (σ defined below), which adds a ratio σV/2k0. Dropping it removes backscattering and leaves

i∂zψ = Hψ, H = T − σV, T = k²/2k0, k = −i∇, σ = γme/(ħ²k0).

Since ħk0 = γmv, ħσ = γme/(γmv) = e/v, the factor found in section 1. This is a two-dimensional Schrödinger equation with z as time and k0 as mass. H is Hermitian for real V when ψ decays or is periodic, so ∫|ψ|²d²r = 1 is conserved.

Behind the specimen H = T, which multiplies the Fourier amplitude a(k) of ψ by exp(−ik²z/2k0) and leaves |a(k)|² unchanged. The diffraction pattern is |a(k)|² at the angle θ = k/k0. The amplitude of −i∇ψ is k a(k), so Parseval's theorem gives, for a detector that collects every electron,

K = ∫k|a|²d²k = ∫ψ*(−i∇)ψ d²r = ∫j d²r, j = Im(ψ*∇ψ).

The real part of ψ*∇ψ is ∇|ψ|²/2 and integrates to zero, which gives the last form.

**3. Ehrenfest's theorem and the uniform field**

From ∂z|ψ⟩ = −iH|ψ⟩ and its adjoint ∂z⟨ψ| = i⟨ψ|H, an operator A without explicit z dependence obeys

d⟨A⟩/dz = ⟨i[H, A]⟩.

For any function f, [k_i, f]ψ = −i∂_i(fψ) + if∂_iψ = −i(∂_if)ψ. T commutes with k, hence

i[H, k_i] = −iσ[V, k_i] = −iσ(+i∂_iV) = σ∂_iV.

This holds at each z for V(r, z), and integration over the slab gives

K = K0 − σ∫₀ᵗdz ∫|ψ(r,z)|² E(r,z) d²r. (1)

Equation (1) adds no approximation to the paraxial equation. Limit: a uniform E comes out of the integral, normalisation gives K − K0 = −σEt, and ħ(K − K0) = −eEt/v at any thickness, as in section 1. A uniform field shows no thickness breakdown, so a breakdown has to come from the change of the weight |ψ|² across a non-uniform field.

**4. Phase object**

If T is dropped inside the slab, i∂zψ = −σVψ is solved point by point:

ψ(r,z) = ψ0(r − R) exp[iσ∫₀ᶻV dz′].

The modulus is frozen, |ψ|² = I(r − R) with I = |ψ0|², and the z integral in (1) acts on the field alone. With V_p = ∫V dz and E_p = −∇V_p (in volts),

ħK(R) = ħK0 − (e/v)∫I(r − R) E_p(r) d²r. (2)

The current gives the same result directly. For ψ = ψ0 exp(iσV_p), ∇ψ = (∇ψ0 + iσψ0∇V_p)exp(iσV_p), so j = Im(ψ0*∇ψ0) + σI∇V_p. No expansion in σ was made: (2) is linear in the field at any phase strength, although the pattern itself is not. The kernel of section 1 is G_ij = −σtIδ_ij. Limit: a probe much narrower than the field detail gives the classical impulse −eE_p(R)/v.

The statement "centre of mass equals field convolved with probe intensity" needs three corrections: the factor −e/v, the offset K0 of a tilted probe, and the order of the argument. A convolution is ∫E_p(r)I(R − r)d²r. Equation (2) contains I(r − R) = Ī(R − r) with Ī(s) = I(−s), so it is the convolution with the inverted intensity. The two agree for every field if and only if I(−s) = I(s), because their difference is the integral of E_p against I − Ī. Defocus keeps a round probe symmetric, since a(−k) = a(k) implies ψ0(−r) = ψ0(r); coma, odd in k, breaks that condition.

The substitution r = R + s turns (2) into a gradient:

K − K0 = σ∫I(s)∇V_p(R + s)d²s = ∇_R Φ, Φ(R) = σ∫I(s)V_p(R + s)d²s.

The curl of K in R therefore vanishes. For the divergence, integrate Poisson's equation (∇² + ∂z²)V = −ρ/ε0 over z. The term ∫∂z²V dz is the difference of ∂zV between the ends and vanishes for a field-free exterior or a whole number of periods, so ∇²V_p = −ρ_p/ε0 and

∇_R·K = −(σ/ε0)∫I(r − R)ρ_p(r)d²r. (3)

**5. Finite detector**

Let the detector be a disc of half-angle β about the axis, covering the aperture, and let ψ0 be real (in focus, untilted, unaberrated). Expanding exp(iσV_p), the first-order term of |a|² is 2Re[a0* a1], with a0 the probe amplitude and a1 that of iσV_pψ0. It vanishes wherever a0 does, so none of it falls outside the disc. Reversing the sign of σ conjugates ψ0 exp(iσV_p); conjugation sends the pattern at k to −k, so the first moment outside the disc is odd in σ. With the first order absent, the lost moment starts at σ³, and its fraction of K at σ².

**6. First corrections in thickness**

Let V be independent of z, as for the z-average of an atomic column. Summation over repeated indices is implied, and {A,B} = AB + BA. From [k², f] = k_j[k_j, f] + [k_j, f]k_j = −i{k_j, ∂_jf},

𝒟f ≡ i[T, f] = {k_j, ∂_jf}/2k0.

Apply the theorem again to F_i = σ∂_iV. V commutes with F_i, so i[H, F_i] = 𝒟F_i. Since ⟨{k_l, g}⟩ = 2Re⟨g k_l⟩ = 2∫g j_l for real g,

K″_i = (σ/k0)∫j_l ∂_l∂_iV d²r.

This vanishes for a real wave, where j = 0. The third derivative is ⟨i[T − σV, 𝒟F_i]⟩ = D_i + C_i. For the potential part, i[−σV, k_j] = σ∂_jV is a function and commutes with ∂_jF_i, so the anticommutator gives twice the product:

C_i = (1/2k0)·2⟨σ∂_jV σ∂_j∂_iV⟩ = (σ²/2k0)⟨∂_i|∇V|²⟩.

For the kinetic part, T commutes with k_j, so with g_jl = σ∂_j∂_l∂_iV,

𝒟²F_i = {k_j, {k_l, g_jl}}/4k0² = (k_jk_l g + g k_lk_j + k_j g k_l + k_l g k_j)/4k0².

Moving operators onto the bra, ⟨k_jk_l g⟩ = −∫gψ∂_j∂_lψ*. The second term is its conjugate, so the pair gives −2∫g Re(ψ*∂_j∂_lψ). Likewise ⟨k_j g k_l⟩ = ∫g∂_jψ*∂_lψ, and the last pair gives 2∫g Re(∂_jψ*∂_lψ). The product rule ∂_j∂_lI = 2Re(ψ*∂_j∂_lψ) + 2Re(∂_jψ*∂_lψ) eliminates the first pair:

D_i = (σ/4k0²)∫∂_i∂_j∂_lV [4Re(∂_jψ*∂_lψ) − ∂_j∂_lI] d²r.

D is linear in σ and describes the free change of the probe shape. C is quadratic: the field displaces the intensity, which then samples a different field, and C points towards larger |E|².

The series K − K0 = tK′ + t²K″/2 + t³(D + C)/6 + O(t⁴) uses the entrance wave ψ_in. It simplifies when referred to ψ_m = exp(−iTt/2)ψ_in, the probe propagated through vacuum to the mid-plane. Running free propagation backwards by t/2 gives ⟨A⟩_in = ⟨A⟩_m − (t/2)⟨𝒟A⟩_m + (t²/8)⟨𝒟²A⟩_m − … With K1 = ⟨F⟩_m, K2 = ⟨𝒟F⟩_m, and D and C evaluated in ψ_m,

K′ = K1 − (t/2)K2 + (t²/8)D, K″ = K2 − (t/2)D.

The t² terms are −K2/2 + K2/2 = 0. The t³D terms are 1/8 − 1/4 + 1/6 = 1/24. C changes at higher order. Hence

K = K0 + tK1 + (t³/24)D + (t³/6)C + O(t⁴). (4)

The term tK1 is (2) with the mid-plane intensity. A real probe focused at the entrance also has no t² term, but its spreading term carries 1/6 in place of 1/24. For real ψ_m the exit wave is χ(t) = exp(−iHt)exp(iTt/2)ψ_m; T and H are real operators, so χ(t)* = χ(−t). Conjugation reverses j, so K(−t) = −K(t), the even powers drop out, and the remainder is O(t⁵).

Both D_i and C_i have the form ∫M(r − R)∂_iw(r), summed over components, with M fixed to the probe. The substitution used for Φ makes each a gradient in R. Through t³ the map K(R) stays curl-free, so a vanishing curl does not show that a specimen is a phase object.

Limit for C: a harmonic channel, V = V0 − κr²/2. Here D = 0 because the third derivatives vanish, K1 = −σκ⟨r⟩, and ∇|∇V|² = 2κ²r gives C = σ²κ²⟨r⟩/k0. The Ehrenfest equations close, because i[H, r] = k/k0: d⟨r⟩/dz = K/k0 and dK/dz = −σκ⟨r⟩. With K0 = 0, ⟨r⟩ = R at the entrance and ω² = σκ/k0,

K = −σκR sin(ωt)/ω = −σκRt + σ²κ²Rt³/6k0 − …,

whose cubic term is t³C/6. The centre of mass oscillates and is zero at ωt = π, where (2) predicts −πσκR/ω.

**7. Weak specimen of any thickness**

To first order in σ the weight in (1) is the free intensity. Take a periodic cell, V = Σ_q V_q exp(iq·r), and normalised mid-plane amplitudes a(k). At depth s from the mid-plane the amplitude is a(k)exp(−iT_k s) with T_k = k²/2k0, and

⟨∇V⟩(s) = Σ a*(k′)a(k) i(k′ − k)V_{k′−k} exp[i(T_k′ − T_k)s].

With Δ = T_k′ − T_k, the integral of exp(iΔs) from −t/2 to t/2 is 2 sin(Δt/2)/Δ = t sinc(Δt/2), where sinc x = sin x/x. Thus

K_weak − K0 = σt Σ a*(k′)a(k) i(k′ − k)V_{k′−k} sinc[(k′² − k²)t/4k0]. (5)

This is again a correlation, with the depth-averaged free intensity as kernel. Both k and k′ lie inside the aperture, so for a sharp edge centred on the axis |Δ|t/2 ≤ k0α²t/4 = (π/2)tα²/λ, and the scale is the depth of focus λ/α². Using sinc x = 1 − x²/6 + …, the correction factor is −Δ²t²/24; 𝒟 multiplies a matrix element by iΔ, so this is the D term of (4).

Limit for D: a Gaussian probe, ψ_m ∝ exp(−|r − R|²/4w²), in V = V1 cos qx. Its amplitude exp(−k²w²) acquires exp(−ik²s/2k0), which replaces w² by w² + is/2k0; the modulus squared of the transform is a Gaussian of variance w² + s²/4k0²w². Averaging −qV1 sin qx over a Gaussian multiplies it by exp(−q² × variance/2), so the force is reduced by the factor 1 − q²s²/8k0²w². The mean of s² over the slab is t²/12, and the factor becomes 1 − q²t²/96k0²w². In the formula for D, with x measured from the probe centre, 4(∂_xψ)² = x²I/w⁴ and ∂_x²I = (x²/w⁴ − 1/w²)I, so the bracket is I/w². With ∂_x³V = −q²∂_xV this gives D = −q²K1/4k0²w², and t³D/24 reproduces the factor.

The C term has a shorter range when V has detail much finer than the probe, so that 2k0u² is well below λ/α². It arises from scattering to k + q and interference afterwards, and q is limited by the potential, not by the aperture. The scattered amplitude is proportional to ∫₀ᶻexp(iΔz′)dz′ = (exp(iΔz) − 1)/iΔ, which grows as z while |Δ|z < 1 and is bounded afterwards. Here Δ = (q² + 2k·q)/2k0. For q = 1/u the first part gives z < 2k0u², and the second, with |k| up to k0α, gives z < u/α. The finest detail leaves the cubic law at about the shorter of the two. Smaller q also contribute to C and follow that law to larger z, so these lengths are rough estimates of the onset of the departure and not the range of the whole term, and the onset need not scale as u².

**8. A column of magnesium atoms**

The electron density of a free Mg atom (Z = 12) comes from restricted Hartree–Fock in the cc-pVTZ basis, which is non-relativistic and leaves out correlation and bonding. Its Fourier transform is the form factor f(k). Poisson's equation with charge transform e(Z − f) gives the Mott–Bethe form, and a Gaussian displacement of rms u per axis multiplies it by exp(−k²u²/2). The z-average keeps k_z = 0 and divides by the period c:

V_q = (e/ε0)(Z − f(q)) exp(−q²u²/2)/(q²L²c), e/ε0 = 180.95 V Å.

The model parameters are round values: c = 4 Å, u = 0.1 Å, and one column per periodic square cell of side L = 9.6 Å on a 192 × 192 grid. Averaging V over displacements omits thermal diffuse scattering, and averaging over z omits higher-order Laue zones. The aperture amplitude is ½erfc[(θ − α)/δ] with α = 20 mrad and δ = 2 mrad, cut at α + 6δ = 32 mrad.

At 200 kV, γ = 1.39139, v/c = 0.69531, λ = 0.025079 Å, k0 = 250.53 Å⁻¹, σ = 7.2884 × 10⁻⁴ rad/(V Å) and σ/k0 = 2.909 × 10⁻³ mrad/V. On the axis V = 87.3 V, so each atom adds σcV = 7.2884 × 10⁻⁴ × 4 × 87.3 = 0.2545 rad. The dropped terms have relative sizes 6 × 10⁻⁵ (for this smeared, averaged V) and 1 × 10⁻⁴ (at the aperture angle α; for waves scattered to a larger angle θ it is θ²/4, and on the column axis σV/2k0 = 1.3 × 10⁻⁴ adds to it).

Correlation against convolution. Take a phase object of 40 Å, ten atoms, 2.5 rad on the axis. The probe carries the factor exp(−iχ), χ = k0(C1θ²/2 + Bθ²θ_x), with C1 = 30 Å, B = 500 Å and θ measured from a tilted axis with K0/k0 = (5.22, −2.61) mrad, and it sits at R = (0.25, 0.15) Å. The first moment of the Fourier-transformed exit wave, minus K0, is (−3.804, −1.548) mrad. The real-space sum (2) gives (−3.804, −1.548) mrad, and the convolution with the uninverted intensity gives (−2.113, −2.569) mrad. The difference vector (1.691, −1.021) has length 1.98 mrad, 48 % of the length 4.11 mrad of the true shift. At R = (0, 0.1) Å, central differences with step 0.005 Å give ∇_R·K = −7.862 Å⁻² and a curl of 2 × 10⁻⁶ Å⁻²; the right side of (3), with f from radial quadrature of the density, is −7.863 Å⁻². The sign means net positive charge under the probe.

Detector. For the real probe at R = (0.5, 0) Å and the same 40 Å phase object, the lost fraction of K is about 6 % at β = 40 mrad, 1.4 % at 60 mrad and 0.06 % at 100 mrad. Doubling the thickness from 1 to 2 Å multiplies the loss at 40 mrad by 2^3.000, the σ³ law of section 5.

Thickness. The real probe is focused at the mid-plane of each slab, at R = (0.5, 0) Å. Grid sums give the probe-averaged field E_x = 40.57 V/Å (4.057 × 10¹¹ V/m), against a peak field of 262 V/Å in the column, and

K1 = −7.2884 × 10⁻⁴ × 40.57 = −2.957 × 10⁻² Å⁻², D/24 = +6.197 × 10⁻⁷ Å⁻⁴, C/6 = −6.140 × 10⁻⁶ Å⁻⁴.

K1 is negative: the electron is pulled towards the column. For t = 10 Å the projected field is 405.7 V and the deflection is −405.7 × 2.909 × 10⁻³ = −1.180 mrad. For t = 20 Å, (4) gives −0.5914 + 8000 × (−5.521 × 10⁻⁶) = −0.6355 Å⁻¹, or −2.537 mrad. With ψ propagated by the Taylor series of exp(−iHz), V scaled by 4 and t = ±0.4 and ±0.8 Å, the remainder of (4) grows with exponent 4.99 for this probe; for the aberrated probe the part even in t has exponent 4.00 and the odd remainder 4.99.

C has the sign of K1 here, opposite to the harmonic channel. Integration by parts gives C_x = −(σ²/2k0)∫|∇V|²∂_xI, which is negative when |E|² is concentrated where the intensity rises towards +x, that is, on the flank of the probe facing the column. In the harmonic channel |E|² grows outwards, which gives the other sign.

Full values come from fourth-order split-step (Yoshida) propagation with step 1 Å. Deflections are in mrad. The 9.6 Å cell samples the aperture coarsely: in a larger cell, or for an isolated column, K1, D, C and the deflections grow in magnitude by 0.02 to 0.07 % (E_x = 40.59 V/Å, full = −8.529 at 100 Å and −6.100 at 200 Å), so the fourth digit is not converged. The ratios full/phase keep their three digits, and cc-pVQZ leaves V on the axis, E_x and the full values at 100 and 200 Å unchanged at the digits shown.

t/Å | phase (2) | weak (5) | cubic (4) | full | full/phase
10 | −1.180 | −1.178 | −1.202 | −1.197 | 1.014
20 | −2.360 | −2.341 | −2.537 | −2.449 | 1.037
50 | −5.901 | −5.603 | −8.655 | −6.078 | 1.030
100 | −11.802 | −9.665 | −33.84 | −8.525 | 0.722
200 | −23.604 | −12.034 | −199.9 | −6.098 | 0.258

At 10 Å the full deflection corresponds to a momentum transfer of −3.16 × 10⁻²⁵ kg m/s. At 100 Å, Simpson integration of (1) with the propagated intensity gives −8.525 mrad: the Ehrenfest relation survives where (2) has failed.

The spreading term follows its scale λ/α² = 62.7 Å. Setting t²D/24 = 0.1|K1| gives t = (0.1 × 2.957 × 10⁻²/6.197 × 10⁻⁷)^½ = 69 Å, and (5) departs from the phase-object value by 10 % at 72 Å. At 50 Å the cubic estimate is 1.25 × 10⁵ × 6.197 × 10⁻⁷/250.53 Å⁻¹ = 0.309 mrad, against weak − phase = 0.298 mrad.

The C term behaves differently. Taken alone it would give a 10 % departure at (0.1 × 2.957 × 10⁻²/6.140 × 10⁻⁶)^½ = 22 Å, but at 20 Å the full result differs from the phase-object value by 3.7 %. The nonlinear part, full − weak, is −0.0195, −0.108 and −0.475 mrad at 10, 20 and 50 Å, while t³C/6k0 is −0.0245, −0.196 and −3.06 mrad. The ratios are 0.80, 0.55 and 0.15. All three thicknesses exceed 2k0u² and u/α, which are both 5.0 Å for these parameters and beyond which section 7 predicts slower than cubic growth. Orders above σ² are also contained in these differences. The σ² part alone, taken as the part of K even in the sign of a weakly scaled V, is −0.020, −0.117 and −0.79 mrad, or 0.82, 0.60 and 0.26 of the cubic term, so higher orders are small at 10 and 20 Å and add about +0.3 mrad at 50 Å. This σ² part falls 10 % below the cubic term at 6.6, 9.9 and 14 Å for u = 0.1, 0.14 and 0.2 Å, which is closer to linear in u than to u². The cubic column has no meaning at 50 Å and beyond.

The ratio full/phase is within 4 % of unity at 10, 20 and 50 Å; between these thicknesses it rises to about 1.053 near 35 Å. At 50 Å this is a partial cancellation: spreading contributes +0.298 mrad and the nonlinear part −0.475 mrad, 5 % and 8 % of the phase-object value. The cancellation is shown for this probe position and this column alone. At 100 and 200 Å the nonlinear part has changed sign, to +1.14 and +5.94 mrad, and the deflection at 200 Å is smaller in magnitude than at 100 Å. The two slabs have different focal depths, so they are not two points on one trajectory. A conjecture, suggested by the harmonic limit and not derived for this potential, is that intensity captured by the column swings across it and feels a force of alternating sign.

Dividing by −σt, as (2) would prescribe, gives apparent fields of 41.2, 42.1, 41.8, 29.3 and 10.5 V/Å for a field whose probe average is 40.6 V/Å. By (1) each is a true average of the same E, taken with the weight |ψ(r,z)|². In the thick slabs that weight is set by the specimen as well as the probe, so K is no longer linear in E, and no specimen-independent kernel G(r − R) relates the two.

Numbers in the example were calculated in double precision.
